# Why deep defect levels barely move between semilocal and hybrid functionals

**Question.** A hybrid functional such as PBE0 opens the gap of an insulator by electronvolts relative to PBE. The charge transition levels of atomically localised defects move much less between the two functionals when both are referred to the average electrostatic potential. Why should a defect level and a band edge of the same crystal respond so differently to the same change of functional, and how good is the agreement?

**Answer.** A deep level is an energy difference between two states in which one orbital holds 1 and 0 electrons. A band edge is the cost of changing the occupation of every site by a vanishing fraction. The two functionals differ little in the first quantity and strongly in the second. The agreement is approximate and conditional.

### Level, edge and the difference of the functionals

Atomic units are used in formulas, and the treatment is spin-unrestricted. With an electron reservoir at energy $E_F$, the states with $N$ and $N-1$ electrons are equally favourable when $E(N)-E_F=E(N-1)$. The transition level is therefore $\mu=E(N)-E(N-1)$, here at fixed geometry. The hybrid replaces a fraction $\alpha$ of semilocal exchange by Fock exchange:

$$E_\alpha[\gamma]=E_0[\gamma]+\alpha D[\gamma],\qquad D=E_x^{\rm HF}-E_x^{\rm PBE},\qquad E_x^{\rm HF}=-\frac12\sum_\sigma\iint\frac{|\gamma_\sigma(\mathbf r,\mathbf r')|^2}{|\mathbf r-\mathbf r'|},$$

where $\gamma_\sigma$ is the one-particle density matrix, $E_0$ is PBE, and $\alpha=1/4$ is PBE0. Let $\gamma_0$ and $\gamma_\alpha$ minimise $E_0$ and $E_\alpha$ over the same set of states. Using $\gamma_0$ as a trial state in $E_\alpha$ gives $E_\alpha[\gamma_\alpha]\le E_0[\gamma_0]+\alpha D[\gamma_0]$. Using $\gamma_\alpha$ as a trial state in $E_0$ gives $E_0[\gamma_0]\le E_\alpha[\gamma_\alpha]-\alpha D[\gamma_\alpha]$. Together,

$$\alpha D[\gamma_\alpha]\le E_\alpha-E_0\le\alpha D[\gamma_0].$$

Because the energy is stationary, $dE_\alpha/d\alpha=D[\gamma_\alpha]$. If $\gamma_\alpha$ evolves smoothly from $\gamma_0$, the bracket has a width $w=\alpha(D[\gamma_0]-D[\gamma_\alpha])$ of order $\alpha^2$, and the trapezoid rule on $\int_0^\alpha D\,d\alpha'$ gives $E_\alpha-E_0=\alpha D[\gamma_0]-w/2+O(\alpha^3)$. For the level,

$$\Delta\mu=\alpha\big(D[\gamma_0^N]-D[\gamma_0^{N-1}]\big)-\tfrac12\big(w^N-w^{N-1}\big)+O(\alpha^3).$$

Kinetic, external, Hartree and correlation energies drop out at first order. The question reduces to how $D$ changes when an electron is moved.

### One orbital with occupation $f$

Freeze all orbitals and give one of them, a real orbital $\phi$, the occupation $f$ in its spin channel: $\gamma=\gamma_{\rm rest}+f\phi(\mathbf r)\phi(\mathbf r')$. Squaring, $\gamma^2=\gamma_{\rm rest}^2+2f\gamma_{\rm rest}\phi\phi+f^2\phi^2\phi^2$, so

$$E_x^{\rm HF}(f)=E_x^{\rm HF}(0)-fA-\tfrac12f^2J,$$

with $J=\iint\phi^2(\mathbf r)\phi^2(\mathbf r')/|\mathbf r-\mathbf r'|$ the self-Coulomb integral and $A=\langle\phi|K_{\rm rest}|\phi\rangle$ the exchange with the other electrons of that spin. The semilocal energy $g(f)=E_x^{\rm PBE}[n_{\rm rest}+f\phi^2]$ has $g'=\langle\phi|v_x|\phi\rangle$ and $g''=\langle\phi^2|f_x|\phi^2\rangle$, where $v_x$ and $f_x$ are the first and second functional derivatives. Hence

$$D'(f)=\langle\phi|-K[\gamma]-v_x|\phi\rangle,\qquad D''(f)=-\kappa(f),\qquad \kappa=J+g''.$$

Define $\delta=D(1)-D(0)=\int_0^1D'\,df$ and integrate by parts in two ways. With $f$ as the primitive of 1, $\delta=[fD']_0^1-\int fD''=D'(1)+\int f\kappa$. With $f-1$ as the primitive, $\delta=[(f-1)D']_0^1-\int(f-1)D''=D'(0)-\int(1-f)\kappa$. Therefore

$$D'(1)=\delta-\int_0^1f\kappa\,df,\qquad D'(0)=\delta+\int_0^1(1-f)\kappa\,df.$$

If $\kappa$ is nearly constant, integrating $D''=-\kappa$ twice gives the parabola $D(f)=D(0)+\delta f+\tfrac12\kappa f(1-f)$, with end slopes $\delta\mp\kappa/2$. The chord has slope $\delta$, and the tangents at the ends differ from it by half the curvature.

### The same orbital on $M$ sites

The localised-orbital model places copies $\phi_i$ of the orbital on $M$ equivalent sites that do not overlap, so the bandwidth is zero. A hole in $\psi=M^{-1/2}\sum_i\phi_i$ changes the filled block of the density matrix from $\delta_{ij}$ to $\gamma_{ij}=\delta_{ij}-1/M$. The products $\phi_i\phi_j$ at one point vanish for $i\neq j$, so the density on each site is $n_{\rm rest}+f\phi_i^2$ with $f=1-1/M$, and the semilocal energy is $Mg(f)$. In the Fock energy, pairs of points on the same site give $M E_x^{\rm HF}(f)$. Pairs with $\mathbf r$ on site $i$ and $\mathbf r'$ on site $j$ see $\gamma=-\phi_i(\mathbf r)\phi_j(\mathbf r')/M$ and give $-\frac{1}{2M^2}\sum_{i\ne j}V_{ij}$, where $V_{ij}$ is the Coulomb integral of $\phi_i^2$ and $\phi_j^2$. This term belongs to the state with the hole, which is subtracted, so the change of $D$ between the filled and the ionised system is

$$S(M)=M\Big[D(1)-D\big(1-\tfrac1M\big)\Big]+\frac1{2M^2}\sum_{i\ne j}V_{ij}.$$

For $M=1$ the sum is empty and $S=\delta$. For large $M$, Taylor expansion about $f=1$ gives $D(1-1/M)=D(1)-D'(1)/M-\kappa(1)/2M^2+\dots$, and the on-site part is $D'(1)+\kappa(1)/2M$. The inter-site part tends to the self-energy of a unit charge spread over the cluster. For a sphere of radius $R_s$, built up shell by shell with enclosed charge $q=(r/R_s)^3$, it is $\int q\,dq/r=\int_0^{R_s}3r^4dr/R_s^6=3/(5R_s)$. With volume $\Omega$ per site, $R_s=(3M\Omega/4\pi)^{1/3}$, and the term vanishes as $M^{-1/3}$. An electron added to an empty orbital has $\gamma_{ij}=1/M$, and the same steps give $M[D(1/M)-D(0)]-\frac1{2M^2}\sum V_{ij}\to D'(0)$. To first order in $\alpha$ and with frozen orbitals,

$$\Delta\mu_{\rm deep}=\alpha\delta_d,\qquad\Delta\varepsilon_{\rm VBM}=\alpha\Big(\delta_v-\int f\kappa_v\Big),\qquad\Delta\varepsilon_{\rm CBM}=\alpha\Big(\delta_c+\int(1-f)\kappa_c\Big),$$

where $d,v,c$ label the defect, valence and conduction orbitals. For $\kappa>0$ and small $\delta$ the valence edge falls, the conduction edge rises and the level stays within $\alpha|\delta_d|$ of its place. With constant $\kappa$ the on-site part interpolates as $\delta-\frac\kappa2(1-1/M)$. A state shared by two sites has already acquired half of the curvature term on site, partly offset by the inter-site term, so that $S(2)=\delta-(\kappa-V_{12})/4$, and a shallow, effective-mass state over many sites follows the band edge.

### Why the chord is flat and the curvature is not

The Fock energy is the interaction of the density with the hole $n_x(\mathbf r,\mathbf r')=-|\gamma(\mathbf r,\mathbf r')|^2/n(\mathbf r)$. Weight the hole by the density and integrate $\mathbf r$ over one site, which holds $N_{\rm rest}+f$ electrons of this spin. With $\mathbf r'$ on the same site, orthonormality gives $\iint|\gamma|^2=N_{\rm rest}+f^2$. With $\mathbf r'$ on the other sites it gives $(M-1)/M^2=f(1-f)$. The sum is $N_{\rm rest}+f$, one hole per electron, but the share $f(1-f)$ lies on distant sites, where it binds weakly. A semilocal functional is built on a model hole that is normalised to $-1$ around the reference point whatever $f$ is, so it places the whole weight on the site. The two pictures coincide in normalisation and location at $f=0$ and $f=1$ and differ by $f(1-f)$ in between, which is the shape of the curvature term of the parabola. At integer occupation what remains is the difference in hole shape, and that is $\delta$. The argument explains why $|\delta|$ can be small against $J$. It fixes neither the size nor the sign of $\delta$, which must be computed.

One case is solvable in closed form, a single spin orbital $\phi=e^{-r}/\sqrt\pi$ with local spin-density exchange and no other electrons. The radial density is $p=4r^2e^{-2r}$ and the enclosed charge is $q=1-e^{-2r}(1+2r+2r^2)$. Counting each pair of shells with $1/r_>$,

$$J=2\int_0^\infty\frac{p\,q}{r}dr=8\Big[\frac14-\Big(\frac1{16}+\frac{4}{64}+\frac{12}{256}\Big)\Big]=\frac58.$$

Spin scaling, $E_x[n_\sigma]=\frac12E_x^{\rm unpol}[2n_\sigma]$, turns the uniform-gas form $-\frac34(3/\pi)^{1/3}\int n^{4/3}$ into $-\frac34(6/\pi)^{1/3}\int n_\sigma^{4/3}$. With $n_\sigma=f\phi^2$, $\int n_\sigma^{4/3}=f^{4/3}\pi^{-4/3}\,4\pi\cdot2/(8/3)^3=\frac{27}{64}\pi^{-1/3}f^{4/3}$. Thus $g=-Cf^{4/3}$ with $C=\frac{81}{256}6^{1/3}\pi^{-2/3}$, and

$$D=Cf^{4/3}-\tfrac12Jf^2,\qquad\delta=C-\tfrac12J,\qquad D'(1)=\tfrac43C-J,\qquad D'(0)=0.$$

In eV, $J=17.007$ and $C=7.294$, so $\delta=-1.21$ and $D'(1)=-7.28$, six times larger. A local functional perfect at integer occupation, $C=J/2$, would still have $D'(1)=-J/3$. The result $D'(0)=0$ arises because $\kappa=J-\frac49Cf^{-2/3}$ turns negative at small $f$: $\int(1-f)\kappa=\frac J2-\frac49C(3-\frac34)=\frac J2-C=-\delta$. A rising conduction edge thus needs a background density of the same spin under the empty orbital, which reduces the magnitude of the negative $g''$ at small $f$.

### Relaxed orbitals

When the orbitals are optimised at each $f$, their variation does not contribute to $dE/df$, since $E$ is stationary under orthonormal variations. The explicit dependence through $\gamma$ leaves $dE/df=\langle\phi|h|\phi\rangle=\varepsilon(f)$, Janak's theorem, with $h$ the generalised Kohn-Sham operator. Then $\mu=\int_0^1\varepsilon\,df$, which the midpoint rule approximates by $\varepsilon(\frac12)$ with an error $\varepsilon''/24$. The valence edge is $\lim_{M\to\infty}M[E(1)-E(1-1/M)]=\varepsilon(1)$, the inter-site Coulomb terms having vanished. In the parabolic model the two functionals differ by $\Delta\varepsilon(f)=\alpha[\delta+\kappa(\frac12-f)]$. The lines $\varepsilon(f)$ cross at $f=\frac12+\delta/\kappa$ and part toward the ends. The level samples the middle and the edges sample the ends.

### The reference

A periodic calculation sets the zero of energy at the cell average $\bar v$ of the electrostatic energy $v(\mathbf r)=\int n/|\mathbf r-\mathbf r'|-\sum_IZ_I/|\mathbf r-\mathbf R_I|$. In the model $\bar v$ can be placed relative to the vacuum zero of the isolated units. For a point $\mathbf r'$ inside a ball of radius $L$, the shells inside $r'$ contribute $(4\pi r'^3/3)/r'$ to $\int d^3r/|\mathbf r-\mathbf r'|$ and those outside contribute $\int_{r'}^L4\pi r\,dr=2\pi(L^2-r'^2)$, in total $2\pi(L^2-r'^2/3)$. For a neutral unit the $L^2$ terms of electrons and nuclei cancel. Dividing by the volume per unit,

$$\bar v=\frac{2\pi}{3\Omega}\Big[\sum_IZ_IR_I^2-\langle r^2\rangle\Big],\qquad\langle r^2\rangle=\int r^2n\,d^3r.$$

The integral over a ball assumes spherical summation, or molecular orientations that cancel the quadrupole. The ionic term is common to both functionals if the same ionic potentials are used, and then $\Delta\bar v=-(2\pi/3\Omega)\Delta\langle r^2\rangle$. This depends on the density alone and contains no $\kappa$ explicitly. Referred to $\bar v$ the level moves by $\Delta\mu-\Delta\bar v$. Referred to the valence edge it moves by $\Delta\mu-\Delta\varepsilon_{\rm VBM}$ and inherits the whole curvature term of the host.

A localised charge also polarises the host. In a continuum of dielectric constant $\epsilon$ outside a cavity of radius $R$ the field energy falls by $P=\frac1{8\pi}(1-\frac1\epsilon)\int_R^\infty4\pi r^{-2}dr=(1-1/\epsilon)/2R$. For $\epsilon$, take molecules of mean polarisability $p$ in the Lorentz local field, $\mathcal P=(p/\Omega)(E+4\pi\mathcal P/3)$ with $\epsilon=1+4\pi\mathcal P/E$. Solving gives the Clausius-Mossotti form $\epsilon=(1+2y)/(1-y)$ with $y=4\pi p/3\Omega$. The cavity is given the site volume, $R=(3\Omega/4\pi)^{1/3}$. For a charge spread over $M$ sites the length scale is $R_s$ and the term vanishes with $M^{-1/3}$, so the eigenvalue edges receive none of it.

### Numbers: O in a lattice of N$_2$

The host is a lattice of non-overlapping N$_2$ molecules with bond length 2.08 bohr and the model volume $\Omega=300$ bohr$^3$. Its edges are the $3\sigma_g$ and $1\pi_g$ eigenvalues. The defect is a substitutional O atom, with $(0/-)$ level $E({\rm O}^-)-E({\rm O})-P$; the extra electron is held on the atom by construction, a constraint examined in the last section. All energies are all-electron PBE and PBE0 in the aug-cc-pVDZ basis, with occupations fixed by symmetry. Bandwidth, overlap, lattice relaxation and basis completeness are left out. Shifts between the functionals mean little below 0.1 eV. In aug-cc-pVTZ the N$_2$ edges move by up to 0.03 eV and their PBE-to-PBE0 shifts by 0.01 eV. The oxygen shift of $+0.364$ eV found below becomes $+0.38$ eV in that basis, and $+0.41$ eV when one more diffuse $s$ and $p$ shell is added to aug-cc-pVDZ. The absolute position of the defect level depends on the choice of cavity radius and is uncertain by about 0.2 eV. Simple-cubic and face-centred-cubic lattices of isotropic point dipoles with the same $p$ and $\Omega$ give $P\approx1.05$ and $1.00$ eV in PBE, about 0.2 eV below the cavity value, while the change of $P$ between the functionals stays near 0.03 eV. A third decimal is kept where small terms are added.

*Frozen PBE orbitals of neutral N$_2$.* Here $\delta$ comes from exchange energies at $f=0$ and 1, $D'$ from the matrix element of $-K-v_x$, and $\kappa$ from the PBE exchange kernel, integrated by 16-point Gauss-Legendre quadrature in $t=f^{1/3}$. In eV:

| orbital | $J$ | $A$ | $\kappa(\frac12)$ | $\delta$ | $\int f\kappa$ | $\int(1-f)\kappa$ |
|---|---|---|---|---|---|---|
| $3\sigma_g$ | 14.861 | 9.415 | 12.780 | $-1.163$ | 6.442 | 6.300 |
| $1\pi_g$ | 13.511 | 9.202 | 11.887 | $-0.419$ | 5.976 | 5.893 |

The semilocal kernel cancels about 2 eV of $J$, and $\kappa$ behaves as nearly constant: the last two columns are nearly equal, and their sums, 12.742 and 11.869 eV, are close to $\kappa(\frac12)$. The Fock exchange gained on filling $3\sigma_g$ is $A+J/2=16.85$ eV, and $|\delta|$ is 7% of it. For $1\pi_g$ it is $15.96$ eV, and $|\delta|$ is under 3% of it. The slopes are $D'(1)=-1.163-6.442=-7.605$ eV for $3\sigma_g$ and $D'(0)=-0.419+5.893=5.474$ eV for $1\pi_g$. Multiplied by $\alpha$, the edges move by $-1.90$ and $+1.37$ eV, while charges localised in the same orbitals move by $-0.29$ and $-0.10$ eV.

*Spreading the hole.* The on-site part of $\alpha S(M)$ for $3\sigma_g$ is $-0.29$, $-1.09$, $-1.49$, $-1.70$ and $-1.88$ eV for $M=1,2,4,8,64$. The constant-$\kappa$ form gives $-0.291-0.25\times12.78/4=-1.09$ eV at $M=2$. For two molecules 20 bohr apart the inter-site term is $V_{12}/4=0.340$ eV with point charges, and $S(2)=-1.088/0.25+0.340=-4.01$ eV. Evaluating both exchange energies directly for the four-atom system gives $-4.015$ eV. Each molecule there holds 6.5 electrons of the hole's spin, with hole weight $6+\frac14=6.25$ on the site and $0.25$ on the partner. The inter-site term decays slowly. A spherical simple-cubic cluster of 925 sites has $R_s=40.46$ bohr, and $\alpha$ times the explicit pair sum is 0.099 eV, against 0.101 eV from $3\alpha/5R_s$.

*Self-consistent N$_2$.* The eigenvalue $\varepsilon(f)$ of $3\sigma_g$ at $f=1,\frac12,0$ is $-10.239$, $-15.358$, $-20.611$ eV in PBE and $-12.185$, $-15.735$, $-19.353$ eV in PBE0. The shifts are $-1.95$, $-0.38$ and $+1.26$ eV. Their span of 3.20 eV compares with the frozen $\alpha\int\kappa=0.25\times(6.442+6.300)=3.19$ eV, and the change of sign between $f=0$ and $\frac12$ matches the crossing at $\frac12-1.163/12.78=0.41$. The total energies give $\mu=-109.42353+108.85830=-0.56523$ Ha ($-15.381$ eV) in PBE and $-109.41853+108.83984=-0.57869$ Ha ($-15.747$ eV) in PBE0, a shift of $-0.366$ eV. Simpson's rule on the three eigenvalues gives $-15.380$ and $-15.747$ eV. The first-order shift on relaxed PBE states is $-0.374$ eV, and the bracket widths 0.055 and 0.071 eV add $-\frac12(0.055-0.071)=+0.008$ eV, which recovers $-0.366$ eV. The $1\pi_g$ edge moves from $-1.977$ to $-0.660$ eV and the gap from 8.26 to 11.53 eV.

*Defect, screening, reference.* For oxygen, $E({\rm O}^-)-E({\rm O})=-75.05576+74.99113=-0.06463$ Ha ($-1.759$ eV) in PBE and $-1.394$ eV in PBE0, a shift of $+0.364$ eV. It consists of $+0.383$ eV at first order and $-\frac12(0.061-0.023)=-0.019$ eV at second order. Induced dipoles in a field of 0.01 a.u. give $p=12.05$ and $11.69$ bohr$^3$. In PBE $y=4\pi\times12.05/900=0.168$ and $\epsilon=1.607$, and in PBE0 $\epsilon=1.585$. With $R=4.153$ bohr, $P=1.237$ and $1.209$ eV, so the level lies at $-1.759-1.237=-2.996$ eV and at $-2.604$ eV. With $\sum ZR^2=14\times1.04^2=15.14$ bohr$^2$ and $\langle r^2\rangle=39.354$ and $39.216$ bohr$^2$, $\bar v=(2\pi/900)(15.14-39.35)$ Ha $=-4.60$ eV in PBE, and $\Delta\bar v=(2\pi/900)(0.138)$ Ha $=+0.026$ eV. In eV:

| | PBE | PBE0 | shift |
|---|---|---|---|
| VBM vs $\bar v$ | $-5.64$ | $-7.61$ | $-1.97$ |
| CBM vs $\bar v$ | 2.62 | 3.91 | $+1.29$ |
| O$(0/-)$ vs $\bar v$ | 1.60 | 1.97 | $+0.37$ |
| O$(0/-)$ above VBM | 7.24 | 9.58 | $+2.34$ |

The shift of the level against $\bar v$ is $0.364+0.028-0.026=0.366$ eV, 11% of the gap opening of 3.26 eV. Against the valence edge it is $0.366+1.973=2.34$ eV, of which 1.97 eV is motion of the reference. The screening and reference terms are each under 0.03 eV and nearly cancel here, so the residue is the difference between Fock and PBE exchange on the defect itself. It is not negligible, and its sign is opposite to that for the $3\sigma_g$ hole, so the residue is specific to the system. Most of it comes from relaxation on charging: with the electron placed in the frozen empty $2p$ orbital of neutral O, $\alpha\delta$ is only $+0.05$ eV. A conjecture for the positive sign is that PBE favours the diffuse extra electron of O$^-$, which the finite basis confines. The wider bracket of O$^-$ (0.061 against 0.023 eV) shows that its state changes more with $\alpha$, but does not establish the cause.

### Where the agreement fails, and what it does not prove

The expansion in $\alpha$ needs the same state in both functionals. If the charge is spread over many sites in PBE and collapses onto one in the hybrid, as a polaron can, $\gamma_\alpha$ is not a smooth continuation of $\gamma_0$, and $M$ itself changes. The same occurs when the level lies outside the semilocal gap. Without $P$, the PBE oxygen level at $-1.76$ eV would lie above the conduction edge at $-1.98$ eV, and the electron would move to the host. A level inside the gap is necessary but not sufficient. Moving a small fraction of the electron from O$^-$ to the conduction band lowers the energy if the defect eigenvalue at $f=1$ lies above the conduction edge. With the Born energy $-Pf^2$ this eigenvalue is $\varepsilon(1)-2P$, so in PBE the localised state is unstable if $\varepsilon(1)$ of the free ion exceeds its $\mu$ by more than $-1.977+2\times1.237+1.759=2.26$ eV; for N$_2$ the corresponding excess is 5.14 eV. In this basis $\varepsilon(1)$ of free O$^-$ is $+2.63$ eV in PBE, an excess of $2.63+1.76=4.39$ eV, so the fully localised state is unstable in PBE and part of the electron would move to the host. In PBE0 $\varepsilon(1)=+1.30$ eV, and the excess of 2.69 eV is 0.46 eV below the threshold $-0.660+2\times1.209+1.394=3.15$ eV. The threshold contains $2P$, so the point-dipole lattice values of $P$ reduce this margin to 0.10 eV (simple cubic) or about zero (face-centred cubic), and the stability in PBE0 is marginal. These positive eigenvalues are held up by the basis: one more diffuse $s$ and $p$ shell lowers $\varepsilon(1)$ to 2.09 eV in PBE and 1.09 eV in PBE0, which leaves the PBE state unstable and widens the PBE0 margin by about 0.2 eV. Left unconstrained, the oxygen example may therefore itself be a case in which the two functionals give different states. The localised O$^-$ is imposed by treating the atom separately, and the oxygen numbers, the 0.37 eV shift included, hold only for that constrained state. Lattice relaxation can be included in the minimisation without changing the bracket, provided each charge state keeps the same minimum. A host whose density or dielectric response changes strongly with $\alpha$ makes $\Delta\bar v$ and $\Delta P$ large, and the residue $\alpha\delta$ grows linearly with the mixing.

Agreement of the two levels is not accuracy, since errors common to both functionals cancel in the comparison. Nor are the hybrid edges correct in this model. With zero hopping the exact states with the hole on different sites are degenerate, so their superposition $\psi$ has the same energy, and the exact edge coincides with the localised level. The computed $\varepsilon(1)$ lies above the unscreened $\mu$ of the same functional by $15.38-10.24=5.14$ eV in PBE and by $15.75-12.19=3.56$ eV in PBE0. A quarter of Fock exchange removes about a third of this discrepancy for an isolated molecule, and it does so by moving the edge.
